Counting bound states in symmetric and asymmetric finite quantum wells

**Q:** You propose to count the bound states of a quantum well whose barriers have a different effective mass from the well. Before any counting, which equation are you solving, and what happens to the wave function where the mass jumps?

**A:** I take one parabolic band, positive masses that do not depend on energy, and no motion parallel to the layers. Spin is left out, so each state counted is one orbital. The envelope function ψ(x) obeys

−(ħ²/2) d/dx [ (1/m(x)) dψ/dx ] + V(x) ψ = E ψ.

The mass stands between the two derivatives, which keeps the Hamiltonian Hermitian. This ordering is the usual choice, but it is a choice: other Hermitian orderings exist and give other matching rules at an interface. Integrate this equation over a vanishingly short interval around an interface. The terms Vψ and Eψ are finite and contribute nothing, so ψ'/m has the same value on both sides. The function ψ is itself continuous. The slope ψ' therefore jumps when the mass does.

The well occupies 0 < x < L, with mass m_w and V = 0. On the left is a barrier of height V1 and mass m1, on the right one of height V2 and mass m2. Both are infinitely thick. I call the lower one V1, so 0 < V1 ≤ V2.

**Q:** In which energy range must I look? Perhaps an unusual mass pulls a state below the well bottom.

**A:** It cannot. Multiply the equation by ψ* and integrate over all x. Integrating the first term by parts leaves no interface terms, because ψ and ψ'/m are continuous, and none at infinity, because a bound state decays. For normalized ψ,

E = ∫ [ ħ²|ψ'|²/(2m) + V|ψ|² ] dx.

Neither term is negative. Their sum could vanish only if ψ were constant everywhere, which is not normalizable. Hence E > 0.

At the upper end, suppose E ≥ V1. In the left barrier the solution is then a wave, or a straight line if E = V1. Neither is normalizable on a half-line unless it is zero there. But then ψ and ψ'/m vanish at x = 0, and the differential equation carries that zero through the whole structure. Bound states therefore have 0 < E < V1.

**Q:** Then write down the matching, with the masses kept visible.

**A:** Define

k = √(2 m_w E)/ħ,  κ_j = √(2 m_j (V_j − E))/ħ,  j = 1, 2.

On the left ψ is proportional to exp(κ1 x), on the right to exp(−κ2(x − L)). Inside, any real solution can be written as

ψ = C cos(kx − φ1).

Inside the well ψ'/ψ = −k tan(kx − φ1), which at x = 0 equals +k tan φ1. In the left barrier ψ'/ψ = κ1. Continuity of ψ'/(mψ) gives

k tan φ1 / m_w = κ1/m1, so tan φ1 = m_w κ1/(m1 k).

The right side is positive, so I choose 0 < φ1 < π/2; adding π to φ1 would merely reverse the sign of ψ. At x = L the barrier has ψ'/ψ = −κ2, and

−k tan(kL − φ1)/m_w = −κ2/m2, so tan(kL − φ1) = m_w κ2/(m2 k).

Call the right side tan φ2, with 0 < φ2 < π/2. Two angles with equal tangents differ by a multiple of π:

F(E) ≡ kL − φ1 − φ2 = nπ, n an integer.

Every bound state satisfies this, and every solution with 0 < E < V1 gives a bound state.

**Q:** That is a transcendental equation. How can you count its solutions without solving it? For one n there might be two roots, or none.

**A:** F rises steadily with E, so each n has at most one root. To see this, insert the definitions:

tan φ_j = (m_w/m_j) √(m_j (V_j − E)/(m_w E)) = √(m_w/m_j) √(V_j/E − 1).

As E grows, V_j/E falls, so both angles fall. Meanwhile k rises. All three terms of F push it upward.

Only the end values remain. As E → 0, kL → 0 and both tangents diverge, so φ1 and φ2 tend to π/2 and F → −π. At E = V1 the left angle is zero, while the right one has the value

θ = arctan √( m_w (V2 − V1)/(m2 V1) ), 0 ≤ θ < π/2.

With k0 = √(2 m_w V1)/ħ, the upper end value is k0 L − θ. A bound state exists for each integer n with

−π < nπ < k0 L − θ.

Both inequalities are strict because the end points are excluded. The left one removes all negative n. The number of bound states is thus the number of integers 0, 1, 2, ... that lie strictly below (k0 L − θ)/π:

N = ceil[ (k0 L − θ)/π ],

where ceil rounds up to the nearest integer and leaves integers unchanged. The argument always exceeds −1/2, so the formula never returns a negative number.

**Q:** Does n mean anything, or is it bookkeeping?

**A:** It is the number of nodes. Across the well, the argument of the cosine runs from −φ1 to nπ + φ2. The cosine vanishes at π/2, 3π/2, and so on, and n of these points lie in that range. The exponentials outside have no zeros.

**Q:** Now make the barriers equal. I know the symmetric count as 1 + int(L√(2 m_w V)/(πħ)). Do you recover it?

**A:** Almost. For V1 = V2 = V the angle θ is zero, and

N = ceil(k0 L/π), k0 = √(2 m_w V)/ħ.

If k0 L/π is not an integer, rounding up is the same as dropping the fraction and adding one, which is your formula. If k0 L/π is an integer, your formula gives one state too many.

**Q:** That sounds like a quibble. At k0 L = π there is a perfectly good solution at E = V.

**A:** It is a solution, but not a bound one. At E = V and k0 L = nπ the function inside is cos(k0 x). It has zero slope at both interfaces, so outside it continues as a constant, +1 on the left and (−1)ⁿ on the right. A constant on a half-line cannot be normalized.

One can watch this state in a large box. Put hard walls a distance D away from each side of the well. The outer function must start nearly flat at the interface and reach zero at the wall, which is a quarter of a wavelength. Its wave number is about π/(2D), so

E − V ≈ (ħ²/(2 m_b)) (π/(2D))²,

with m_b the barrier mass. The estimate holds when D is much larger than the well width. It is positive and tends to zero as the box grows: the state belongs to the edge of the continuum. For V = 0.3 eV, m_w = 0.07 mₑ, m_b = 0.10 mₑ, L = π/k0 and D = 200 nm, the estimate is 0.0235 meV. Diagonalizing the Hamiltonian on a grid gives 0.0232 meV above V, and one bound state. The estimate is about 1% above the grid value; it takes the slope at the interface as zero, which holds only at E = V.

**Q:** My real doubt is the barrier mass. It sits in the matching condition, so it moves every level. How can it leave the count alone?

**A:** Because a new state enters at the barrier edge, and there the barrier mass has nothing to act on. The matching contains it through κ/m_b = √(2(V − E)/m_b)/ħ, which goes to zero as E → V for any finite m_b. The outer function becomes flat and the flux ψ'/m_b vanishes. What remains is the condition that the wave inside be flat at both interfaces, and that involves m_w, V and L alone.

Below the edge the mass does matter. A larger m_b makes tan φ smaller, hence F larger at a given E, so F reaches nπ at a lower energy. Heavier barriers lower every level without changing how many there are.

**Q:** Show me numbers.

**A:** Take round model parameters: m_w = 0.07 mₑ, V = 0.3 eV, L = 10 nm. Electronvolts and nanometres are the natural units, with ħ²/mₑ = 0.0762 eV nm². Then

k0 = √(2 × 0.07 × 0.3/0.0762) = 0.7424 nm⁻¹,
k0 L/π = 7.424/π = 2.363,
N = ceil(2.363) = 3.

For three barrier masses the levels are:

m_b = 0.05 mₑ: 35.2, 134.9, 269.7 meV
m_b = 0.10 mₑ: 30.7, 121.6, 260.3 meV
m_b = 0.20 mₑ: 25.9, 108.8, 251.2 meV

The levels fall as m_b grows, by 9 to 26 meV over this range, and there are three in each row. Grid diagonalization gives the same counts, and levels that agree within 0.1 meV. For m_b = 0.10 mₑ the grid states have 0, 1 and 2 nodes.

A further state appears each time L passes a multiple of π/k0 = 4.23 nm. The third enters at 8.46 nm and the fourth at 12.69 nm, so a 10 nm well lies between them.

**Q:** The formula also says that a symmetric well holds one state however shallow it is. I find it hard to believe that a well of almost no depth can hold an electron.

**A:** It holds the electron loosely. For the lowest state n = 0 and φ1 = φ2, so kL/2 = φ1 and

tan(kL/2) = m_w κ/(m_b k).

When kL is small, the tangent may be replaced by its argument. Solving for κ and using k² = 2 m_w E/ħ²,

κ ≈ m_b k² L/(2 m_w) = m_b E L/ħ² ≈ m_b V L/ħ².

The last step sets E ≈ V. This needs more than small kL: the state must lie just below the edge, V − E ≪ V, which by the result below means m_b V L²/(2ħ²) ≪ 1 and can fail when m_b is much larger than m_w. The binding energy is

V − E = ħ²κ²/(2 m_b) ≈ m_b V² L²/(2ħ²).

It is of second order in the depth, but not zero. Here the well mass has dropped out and the barrier mass remains, because most of the wave function lies in the barriers.

For V = 20 meV, L = 1 nm and m_b = 0.10 mₑ,

V − E ≈ 0.10 × (0.02)² × 1²/(2 × 0.0762) eV = 0.262 meV.

The grid gives 0.257 meV. With m_b = 0.20 mₑ the estimate doubles to 0.525 meV and the grid gives 0.502 meV. The estimates are 2% and 5% above the grid values. The main reason is the replacement of E by V: the binding energy is proportional to E², so this overstates it by a fraction of about 2(V − E)/V, which is 3% and 5% here. The next term of the tangent works the other way, by (kL)²/6, or about 0.6%.

**Q:** Then surely an asymmetric well also binds at least one state. It is still an attractive region.

**A:** It need not. From the general count, N = 0 whenever

k0 L ≤ θ, or L ≤ L_c = θ/k0.

For unequal barriers θ is positive, so a sufficiently narrow well binds nothing. The energy to compare with is the lower edge V1. Measured from there, the well is attractive, but the higher barrier is a repulsive step of height V2 − V1 that extends without end.

The wave function shows the same thing. At E = V1 the function can be flat on the left, but on the right it must still decay, so it has to arrive at x = L with a downward slope. Starting flat at x = 0, the cosine needs a phase θ to acquire that slope. If the well is too narrow to supply it, no decaying function fits on both sides.

**Q:** How narrow is that in practice?

**A:** Keep m_w = 0.07 mₑ and take V1 = 0.1 eV, V2 = 0.4 eV, m2 = 0.10 mₑ. Then

k0 = √(2 × 0.07 × 0.1/0.0762) = 0.4286 nm⁻¹,
tan θ = √(0.07 × 0.3/(0.10 × 0.1)) = √2.1 = 1.449, θ = 0.967,
L_c = 0.967/0.4286 = 2.26 nm.

A 2 nm well has k0 L = 0.857, less than θ, and binds no state. A 3 nm well has k0 L = 1.286 and binds one, 8.0 meV below the lower edge. If both barriers are 0.1 eV high, the 2 nm well does bind one state. It is the higher barrier that removes it.

**Q:** So raising a barrier can expel an electron. And is the count still independent of the barrier masses?

**A:** Of one of them. The lower barrier's mass m1 enters through κ1/m1, which vanishes at E = V1 as before. The higher barrier's mass m2 stays in θ. With m2 = 0.20 mₑ,

tan θ = √(0.07 × 0.3/(0.20 × 0.1)) = √1.05 = 1.025, θ = 0.798, L_c = 1.86 nm.

The same 2 nm well now exceeds its critical width and binds one state, 0.45 meV below the edge. In the lower barrier, with m1 = 0.10 mₑ, this state has

κ1 = √(2 × 0.10 × 0.00045/0.0762) ≈ 0.034 nm⁻¹,

a decay length of about 29 nm beside a well of 2 nm. Changing m1 to 0.05 or 0.20 mₑ at m2 = 0.10 mₑ leaves the 2 nm well empty. For both values of m2 and all three values of m1, the grid finds no state at 0.95 L_c and one at 1.05 L_c.

The direction of this effect comes from the continuity of ψ'/m. Under the ordering m^(−1/2) (d²/dx²) m^(−1/2), which is also Hermitian, ψ'/ψ is continuous instead. Then tan θ = √(m2 (V2 − V1)/(m_w V1)), and L_c grows from 2.6 to 2.9 nm as m2 goes from 0.10 to 0.20 mₑ. The symmetric count is the same under both rules, because it only requires a flat wave at the interfaces.

**Q:** Check the limits. What if the barriers are nearly equal, or the higher one is a hard wall?

**A:** Let V2 = V1 + δ with m_w δ ≪ m2 V1. Then θ is small and equal to its tangent to leading order:

L_c ≈ √(m_w δ/(m2 V1)) × ħ/√(2 m_w V1) = ħ√δ/(V1 √(2 m2)).

The well mass cancels, and L_c goes to zero with δ, as it must if the symmetric well is to bind at any width. The square root means that a small imbalance already matters for a narrow, shallow well.

For V2 → ∞ at fixed m2, θ → π/2 and

N = ceil(k0 L/π − 1/2).

This can be checked another way. A hard wall at x = L forces ψ(L) = 0, so the states are the odd states of a symmetric well of width 2L. Those have n = 2j + 1 with j = 0, 1, 2, ..., and exist when (2j + 1)π < 2 k0 L, that is, when j < k0 L/π − 1/2. The number of such j is the same N. Since θ never reaches π/2 for a finite barrier, any well with finite barriers and k0 L ≥ π/2 binds at least one state. At k0 L = π/2 exactly, the hard wall itself binds none.

**Q:** Electrons in a real layer also move sideways. Does the independence from barrier mass survive that?

**A:** In general it does not. For a wave vector q parallel to the layers, the kinetic energy ħ²q²/(2m) is added to the potential, with the local mass. The well bottom rises by ħ²q²/(2 m_w) and the barriers of a symmetric well by ħ²q²/(2 m_b). The height that confines the electron is the difference between the two edges:

V_q = V + (ħ²q²/2)(1/m_b − 1/m_w).

If V_q > 0, the count is ceil(L√(2 m_w V_q)/(πħ)), which depends on m_b through V_q. If V_q ≤ 0, the layer is no longer a well and binds nothing, since a bound state would have to lie below the lowest potential.

Return to the 10 nm well with V = 0.3 eV and take q = 0.6 nm⁻¹, for which ħ²q²/2 = 0.0137 eV in units where masses are multiples of mₑ. For m_b = 0.05 mₑ the height becomes

0.3 + 0.0137 × (20 − 14.29) = 0.378 eV,

and there are three states. For m_b = 0.20 mₑ it is

0.3 + 0.0137 × (5 − 14.29) = 0.173 eV,

and there are two. At q = 0 both wells had three. These counts belong to the parabolic model. At this q the in-plane energy in the well is 0.0137/0.07 ≈ 0.2 eV, where a real band this light is no longer parabolic. With E(1 + αE) = ħ²k²/(2m) and α = 0.6 eV⁻¹ in both materials, the counts become four and three. The dependence on m_b remains, but the numbers change.

**Q:** Your examples are all chosen by you. Has the count been tried on wells that were not?

**A:** On 30 wells with equal barrier heights and 30 with unequal ones, grid diagonalization gave the predicted number each time. The widths, the heights and all three masses were drawn at random, so the two barrier masses differed even where the heights were equal. Of the wells with unequal heights, 5 were empty. Wells within 0.03 of a threshold in (k0 L − θ)/π were left out, because their states can extend beyond the finite box. The numerical output lists these results. The comparison tests the counting within the model. It says nothing about thin barriers, bent bands or energy-dependent masses, which lie outside the assumptions made at the start. Nor does it show that an envelope equation is accurate for a real layer only 1 or 2 nm thick, which is a few atomic layers.

Numbers as computed

```
hbar^2/m_e = 0.076200 eV nm^2
Symmetric well: m_w = 0.07 m_e, V = 0.3 eV, L = 10.0 nm
k0 = 0.7424 1/nm, k0 L = 7.4242, k0 L/pi = 2.3632
1 + int(k0 L/pi) = 3
width per additional state pi/k0 = 4.2316 nm
m_b = 0.05 m_e: grid count 3, levels (meV): 35.22, 134.90, 269.66
m_b = 0.10 m_e: grid count 3, levels (meV): 30.69, 121.56, 260.27
m_b = 0.20 m_e: grid count 3, levels (meV): 25.93, 108.83, 251.19
nodes of the three grid states (m_b = 0.10 m_e): [0, 1, 2]
Exact threshold, L = pi/k0, m_b = 0.1 m_e, box 200.0 nm per side:
  second level minus V = 0.02324 meV (grid)
  quarter-wave estimate = 0.02350 meV
  bound states on grid = 1
Shallow well: V = 20 meV, L = 1.0 nm, m_w = 0.07 m_e
  m_b = 0.10 m_e: V - E = 0.2573 meV (grid), 0.2625 meV (estimate)
  m_b = 0.20 m_e: V - E = 0.5019 meV (grid), 0.5249 meV (estimate)
Asymmetric well: V1 = 0.1 eV, V2 = 0.4 eV, m_w = 0.07 m_e
k0 = 0.4286 1/nm
  m2 = 0.10 m_e: theta = 0.9668 rad, L_c = 2.2555 nm
  m2 = 0.20 m_e: theta = 0.7976 rad, L_c = 1.8608 nm
  L = 2.0 nm, k0 L = 0.8573, m1 = 0.10, m2 = 0.10 m_e: N = 0
  L = 2.0 nm, k0 L = 0.8573, m1 = 0.05, m2 = 0.10 m_e: N = 0
  L = 2.0 nm, k0 L = 0.8573, m1 = 0.20, m2 = 0.10 m_e: N = 0
  L = 2.0 nm, k0 L = 0.8573, m1 = 0.10, m2 = 0.20 m_e: N = 1, V1 - E = 0.4507 meV
  L = 3.0 nm, k0 L = 1.2859, m1 = 0.10, m2 = 0.10 m_e: N = 1, V1 - E = 7.9751 meV
  symmetric comparison, both barriers 0.1 eV, L = 2.0 nm: N = 1
In-plane wave vector q = 0.6 1/nm, V = 0.3 eV, L = 10.0 nm:
  m_b = 0.05 m_e: effective height 0.3784 eV, N = 3
  m_b = 0.20 m_e: effective height 0.1726 eV, N = 2
Random wells agreeing with the count: 30 symmetric, 30 asymmetric
  asymmetric wells among these with no bound state: 5
```
